# Dark-Pulse Kerr Combs in Normal-Dispersion Resonators from Locked Switching Fronts

## A case in which no sideband grows

A laser drives one resonance of a Kerr ring. In the mean-field description, with uniform loss and constant group-velocity dispersion, the scaled intracavity field obeys

$$\psi_t=-(1+i\Delta)\psi+i|\psi|^2\psi+is\,\psi_{xx}+F .\qquad(1)$$

Here $t$ is slow time in units of twice the photon lifetime, and $x$ is time within one round trip. The detuning $\Delta$ is positive when the laser lies below the resonance, and $F>0$ is the pump amplitude. The sign $s$ is $+1$ for anomalous and $-1$ for normal dispersion.

Choose the pump so that $F^2=\Delta$. The Kerr shift then cancels the detuning, and $\psi=F$ is a uniform solution. Add a small disturbance, $\psi=F+a+ib$, with $a$ and $b$ real and proportional to $\cos kx$. To first order $|\psi|^2\psi$ changes by $F^2(3a+ib)$. Since $F^2=\Delta$, the detuning and Kerr terms together leave $2i\Delta a$. With $\partial_x^2\to-k^2$, the real and imaginary parts of (1) are

$$a_t=-a+sk^2b,\qquad b_t=-b+(2\Delta-sk^2)a .$$

For growth as $e^{\lambda t}$, eliminating $b$ gives

$$(\lambda+1)^2=sk^2(2\Delta-sk^2)=2s\Delta k^2-k^4 .$$

For $s=+1$ the right side reaches $\Delta^2$ at $k^2=\Delta$, so sidebands grow at rate $\Delta-1$ when $\Delta>1$. For $s=-1$ it is negative at every $k\neq0$, and every sideband decays at rate 1.

It is tempting to conclude that a normal-dispersion ring cannot hold a comb. The calculation shows something narrower: a comb does not grow from weak noise on this uniform state. It says nothing about a large disturbance.

## The counter-example

Take $s=-1$, $\Delta=3.5$ and $F=1.9893$. A uniform field with $Y=|\psi|^2$ satisfies $[1+i(\Delta-Y)]\psi=F$, hence

$$F^2=Y[1+(Y-\Delta)^2].\qquad(2)$$

The three solutions are $Y=0.366$, $2.894$ and $3.741$. The outer two are stable, as shown below; the middle one is not.

Two initial fields were evolved by a split-step Fourier method for 40 time units, at the same pump and detuning and with random noise of the same strength.

- The upper uniform state with noise lost its sidebands. The largest remaining amplitude was about $10^{-15}$.
- The upper state with a hole, inside which the field was near the lower state, settled into a dark pulse of width 7.01. The width is measured where $|\psi|^2=2$.

In the second run, 20 further time units changed no complex line amplitude by more than $4\times10^{-8}$ of the largest sideband amplitude. A field that is steady in $t$ and periodic in $x$ is a comb whose lines have fixed relative phases. In this sense the comb is coherent; laser and quantum noise are not modelled.

The width is selected by the resonator. Starting from widths 6.26 and 7.95, the pulse returned to 7.02 in both cases. Newton's method applied to the steady equation gives 7.017. The linearized equation about this pulse has a leading rate of $-0.412$ for even disturbances. For odd ones it is zero to rounding error, because moving the whole pulse along $x$ costs nothing.

## The general statement

Let $s=-1$ and $\Delta>\sqrt3$, with $F$ in the range where (2) has three solutions and the lower one has $Y_l<1$. Suppose that at some pump $F_M$ in this range a single front between the lower and upper states stands still. Suppose also that its only non-decaying disturbance is a shift of position, and that the coefficients $n$ and $A$ defined below are nonzero. Then, for $F$ close to $F_M$ and to leading order for widely separated fronts, the width $d$ of a hole obeys

$$\dot d=-c\,[F-F_s(d)],\qquad F_s(d)=F_M+Ae^{-qd}\cos(k_rd+\varphi),\qquad(3)$$

with $q>0$ and $k_r>0$ fixed by the lower state. Stationary holes have $F=F_s(d)$. When $c>0$, those with $F_s'(d)<0$ are stable. Each has a finite pump window.

The existence of a balanced front is an assumption here; for the example it is found numerically. The proof has three parts.

### Stability of the uniform states

Write $\psi=\psi_0+Ue^{ikx}+V^*e^{-ikx}$ and $M=2Y-\Delta-sk^2$. To first order,

$$U_t=(-1+iM)U+i\psi_0^2V,\qquad V_t=(-1-iM)V-i\psi_0^{*2}U .$$

The determinant condition is $(\lambda+1-iM)(\lambda+1+iM)=Y^2$, so

$$\lambda=-1\pm\sqrt{Y^2-(2Y-\Delta-sk^2)^2}.\qquad(4)$$

If $Y<1$, the root has real part below 1, and the state is stable for either sign of dispersion. This covers the lower state.

For the upper state, differentiate (2):

$$\frac{dF^2}{dY}=1+(Y-\Delta)^2+2Y(Y-\Delta)=1+(2Y-\Delta)^2-Y^2 .\qquad(5)$$

This vanishes at $Y_\pm=(2\Delta\pm\sqrt{\Delta^2-3})/3$, which are real and distinct for $\Delta>\sqrt3$. The upper state lies above $Y_+$. There (5) is positive, so $(2Y-\Delta)^2>Y^2-1$. Also $Y>2\Delta/3$, which gives both $2Y-\Delta>0$ and $Y>1$. For $s=-1$ the bracket in (4) is $2Y-\Delta+k^2$, which grows with $k^2$. Hence $Y^2-(2Y-\Delta+k^2)^2<1$ and $\mathrm{Re}\,\lambda<0$ at every $k$.

Equation (4) also shows that normal dispersion does not forbid modulation instability on every uniform state. The growth rate is $Y-1$ wherever $k^2=s(2Y-\Delta)$ can be met. For $s=-1$ this needs $1<Y<\Delta/2$, and so $\Delta>2$. At $\Delta=3.5$ and $Y=1.2$, on the lower branch, the predicted rate is 0.200; time evolution of a weak sideband gives 0.1996.

### The tails of a front

Close to a uniform state, a stationary front is a small disturbance with $\lambda=0$ and complex wavenumber $K$. With $s=-1$, (4) becomes $(2Y-\Delta+K^2)^2=Y^2-1$, or

$$K^2=\Delta-2Y\pm\sqrt{Y^2-1}.\qquad(6)$$

In the lower state $Y_l<1$, so $K^2$ is complex and $K=\pm k_r\pm iq$ with both parts nonzero. The tail oscillates as it decays. In the example $K^2=2.769\pm0.931i$, whose modulus is 2.921. Therefore

$$k_r=\sqrt{\tfrac{2.921+2.769}{2}}=1.687,\qquad q=\sqrt{\tfrac{2.921-2.769}{2}}=0.276 .$$

The tail wavelength is $2\pi/k_r=3.725$.

In the upper state both values of $K^2$ are real and negative, by the inequalities just proved. Its tails decay without oscillation, at the slower rate $p=\sqrt{2Y-\Delta-\sqrt{Y^2-1}}=0.614$ in the example.

### The force between fronts

Write the field as a real vector $u=(\mathrm{Re}\,\psi,\mathrm{Im}\,\psi)$, so that (1) reads $u_t=f(u)+Du_{xx}+(F-F_M)e$. Here $f$ contains the local terms at pump $F_M$, $D$ is the constant matrix representing $is$, and $e=(1,0)$. The balanced front $\Phi(y)$ satisfies $f(\Phi)+D\Phi''=0$. It runs from the lower state $u_l$ at $y\to-\infty$ to the upper state at $y\to+\infty$.

Build a hole from a right front and its mirror image:

$$u=\Phi_R+\Phi_L-u_l+w,\quad \Phi_R=\Phi(x-d/2),\quad \Phi_L=\Phi(-x-d/2),$$

where $w$ is a small correction. Near the right front, $\Phi_L=u_l+\tau$ with $\tau$ the small tail of the left front. The front equations replace $D\Phi_R''+D\Phi_L''$ by $-f(\Phi_R)-f(\Phi_L)$. The local terms that remain are

$$f(\Phi_R+\tau)-f(\Phi_R)-f(u_l+\tau)\simeq[f'(\Phi_R)-f'(u_l)]\tau ,$$

because $f(u_l)=0$. The moving right front contributes $-(\dot d/2)\Phi_R'$ to $u_t$. With $\mathcal L=f'(\Phi_R)+D\partial_x^2$, the leading-order balance is

$$-\tfrac12\dot d\,\Phi_R'=\mathcal Lw+[f'(\Phi_R)-f'(u_l)]\tau+(F-F_M)e .$$

Differentiating the front equation gives $\mathcal L\Phi_R'=0$. The adjoint operator therefore has a localized solution $Z$ with $\mathcal L^\dagger Z=0$. Taking the product with $Z$ and integrating removes $w$:

$$-\tfrac12 m\dot d=n(F-F_M)+I(d),$$

where $m=\int Z\cdot\Phi'\,dy$ and $n=\int Z\cdot e\,dy$. The integral $m$ is nonzero because the zero eigenvalue is simple.

By (6), the tail at position $y=x-d/2$ is $\tau=\mathrm{Re}[\mathbf a\,e^{-(q-ik_r)(y+d)}]$, with $\mathbf a$ a constant vector. The dependence on $d$ comes out of the integral:

$$I(d)=\mathrm{Re}\left\{e^{-(q-ik_r)d}\int Z\cdot[f'(\Phi)-f'(u_l)]\,\mathbf a\,e^{-(q-ik_r)y}dy\right\}.$$

The integral converges. Toward the lower state, $Z$ and the bracket each fall as $e^{qy}$, which outweighs the growth $e^{-qy}$ of the last factor. Thus $I$ is $e^{-qd}$ times a cosine of $k_rd$ plus a constant phase. Setting $c=2n/m$ and $F_s=F_M-I/n$ gives (3), with $A$ the amplitude of $-I/n$.

A small change of width obeys $\delta\dot d=cF_s'(d)\,\delta d$. For $c>0$ a falling part of $F_s$ is stable and a rising part unstable. A shift of the whole hole neither grows nor decays. All other disturbances decay, by the assumption on the single front. This completes the leading-order proof.

The physical content is direct. When $c>0$, as in the example, a higher pump makes the upper state invade the hole. Each front also sits in the ripples left by the other, and the ripples alternately push the fronts apart and pull them together. Across a wide bright plateau the tails are monotone, so the same leading-order force has no alternating sign and gives no such ladder of widths.

## How well the law describes the example

For the numerical curve $F_s(d)$, the hole width was prescribed and Newton's method solved for the field and the pump. Fitting the curve between $d=10$ and 24 gives $k_r=1.688$ and $q=0.276$, in agreement with (6). The response of a much wider hole to pump changes of $\pm0.01$ gives $c=7.12$. Evaluating $2n/m$ from the adjoint solution of holes 20 to 24 wide gives values between 6.98 and 7.17, so the last digit of $c$ is uncertain. The slope law can then be compared with eigenvalues of the full linearized equation:

| $d$ | $F_s'$ | $cF_s'$ | leading rate |
|---:|---:|---:|---:|
| 6.60 | −0.0471 | −0.335 | −0.383 |
| 8.29 | +0.0240 | +0.171 | +0.150 |
| 10.66 | −0.0186 | −0.132 | −0.163 |
| 12.36 | +0.0097 | +0.069 | +0.064 |
| 14.39 | −0.0061 | −0.043 | −0.046 |

The signs agree throughout. The values differ by 6 to 19% of the eigenvalue. Equation (3) is a leading-order law: it neglects both the finite time in which the front shape adjusts and higher powers of the tail amplitude. The relative error does not simply follow the size of the rate, and the two sources were not separated here.

At $F_M$ the computed curve has stable widths 7.02, 10.69 and 14.40 between $d=4$ and 16. Their spacings, 3.67 and 3.71, approach the tail wavelength. Following the curve to smaller widths gives one more stable hole at $F_M$, of width 3.35 and leading even rate $-0.376$, with window $1.932<F<2.090$.

The pulse at 7.02 has the window $1.9683<F<2.0251$. Its edges lie 0.0358 above and 0.0210 below $F_M$, a ratio of 0.59. Successive extrema of (3) are half a wavelength apart, which predicts $e^{-\pi q/k_r}=0.60$. One full wavelength further out, the window should be smaller by the factor $e^{-2\pi q/k_r}=0.36$.

At $F=2.014$, inside the window, the pulse settled at width 6.64. At $F=2.043$, above it, the hole had narrowed to 3.27 after 40 time units and stayed there: it had dropped to the next narrower locked state, whose window contains this pump. At $F=1.958$, below it, the hole had widened to 14.9 after the same time and was still widening.

The mechanism needs two stable uniform states. For $\Delta<\sqrt3$, (5) has no real zero, only one uniform state exists, and there is no front of this kind. The ring must also be long enough for the fronts not to meet around the other side. Here its length is 54.17, and $e^{-0.614(54.17-7.02)}$ is about $3\times10^{-13}$.

## A silicon nitride ring

Let $\alpha$ be the field loss per round trip, $\theta$ the coupled power fraction, $L$ the ring length and $\gamma$ the Kerr coefficient. The physical quantities follow from

$$T_s=\sqrt{\frac{|\beta_2|L}{2\alpha}},\qquad P_{\rm circ}=\frac{\alpha}{\gamma L}|\psi|^2,\qquad P_{\rm in}=\frac{\alpha^3}{\gamma L\theta}F^2,$$

where $T_s$ is the unit of $x$. Take rough typical values near 1550 nm: line spacing 100 GHz, loaded linewidth 100 MHz, group index 2.1, $\beta_2=+150$ ps²/km and $\gamma=1$ /(W m). The results below follow from these nominal values in the mean-field model. They are given to about three figures so that the arithmetic can be followed; they are not that accurate for a real device. Then $L=1.428$ mm and $\alpha=\pi(100\ \mathrm{MHz})/(100\ \mathrm{GHz})=0.00314$. At critical coupling $\theta=\alpha$. Hence

$$T_s=\sqrt{\frac{0.150\times0.001428}{2\times0.00314}}\ \mathrm{ps}=0.185\ \mathrm{ps},$$

and the pulse width is $7.02\,T_s=1.30$ ps. The pump unit is 6.914 mW, so $P_{\rm in}=6.914\times1.9893^2=27.4$ mW. At fixed detuning the window is 26.8 to 28.4 mW. The time unit is 3.18 ns, and the width relaxes in $3.18/0.412=7.7$ ns. The circulating power falls from 8.23 W to 0.53 W in the pulse. This is below the 0.80 W of the lower uniform state, because the oscillating tails undershoot it. The same ripples raise the power at the centre of the pulse to 1.62 W, so at this width the tails are not small.

There are 36 sidebands above 1 µW at the output, the first on each side carrying 0.76 mW. All sidebands together carry about 14% of the pump power. A bound puts this in proportion. Multiply the steady equation by $\psi^*$, average over the ring and take the real part. The detuning, Kerr and dispersion terms are imaginary, leaving $\langle|\psi|^2\rangle=F\,\mathrm{Re}\,\psi_0$, where $\psi_0$ is the mean field. The sideband power is

$$\langle|\psi|^2\rangle-|\psi_0|^2\le F|\psi_0|-|\psi_0|^2\le F^2/4 .$$

The output fraction is this power times $(\theta/\alpha)^2/F^2$. At critical coupling it cannot exceed 25% for any steady comb of (1), with either sign of dispersion.

Of the neglected effects estimated here, heating is the largest. If 10% of the lost power is absorbed and the thermal resistance is 100 K/W, both rough guesses, the ring warms by 0.23 K. With a rough index slope of $2.5\times10^{-5}$ /K, the resonance falls by about 520 MHz, or 5 linewidths. The detuning $\Delta=3.5$, which is 175 MHz, must therefore be counted from the warm resonance. The mean circulating power is 7.18 W with the pulse and 8.23 W without it, so forming the hole moves the resonance back by about $520\times1.05/7.18=76$ MHz. The laser must follow this shift to keep $\Delta$ fixed, and closely: at fixed pump the pulse locks only for $3.42<\Delta<3.56$, a range of about 7 MHz. Heating also feeds back on the width. At fixed laser frequency $\Delta$ falls by $g\approx3.2$ per unit rise of $\langle|\psi|^2\rangle$, and slow thermal drift is stable only if $1+g\,d\langle|\psi|^2\rangle/d\Delta>0$. With these rough values this quantity is $+1.5$ for the hole at 7.02 but $-1.4$ at 10.69 and $-9.6$ at 14.40, so the wider holes would need active control of the detuning. By contrast, a rough third-order dispersion of 1 ps³/km left the width at 7.02 in a direct run, and made the pulse drift slowly, shifting the line spacing by about 40 kHz. The largest Kerr phase per round trip is 0.012 rad, and the dispersion phase at the outermost line above 1 µW is 0.014 rad, so the mean-field description is reasonable. Raman response and mode crossings are left out and not sized. The hole was imposed at the start; a device needs some means of creating it, such as a modulated pump or coupling between modes.
